\section*{Solving the Dyson equation with a pole-form self-energy by Hermitian diagonalization}

\section{The choice between root search and diagonalization}

When a self-energy is available as a sum of poles, a calculation can find the one-particle energies in two ways. It can search for the roots of a nonlinear, energy-dependent eigenvalue problem, one bracket at a time. Or it can build one larger Hermitian matrix and diagonalize it, which yields all energies and pole strengths together. The second way is safe if the residues of the self-energy are positive semidefinite and are factorized without redundancy. This appendix derives the equivalence, shows what happens when either condition is dropped, and applies the result to methane.

The algebra uses atomic units, so energy and frequency are the same quantity. Let $F$ be an $N\times N$ Hermitian matrix, independent of energy, in an orthonormal orbital basis. It contains the mean-field Hamiltonian and any static self-energy. The energy-dependent part is
\begin{equation}
\Sigma(z)=\sum_k\frac{R_k}{z-d_k},\qquad R_k=R_k^\dagger\ge 0,
\label{sigma}
\end{equation}
with finitely many distinct real energies $d_k$ and nonzero residues $R_k$. The Dyson equation $G=G_0+G_0\Sigma G$, with $G_0=(z-F)^{-1}$, becomes after multiplication by $z-F$ from the left
\begin{equation}
(z-F)G=1+\Sigma G
\quad\Longrightarrow\quad
G(z)=[z-F-\Sigma(z)]^{-1}.
\label{dyson}
\end{equation}
Here $z$ is complex. The time-ordered function is the boundary value of $G(z)$ on the real axis, taken from above for energies over the chemical potential and from below for energies under it.

\section{Building the matrix}

Diagonalize each residue, $R_k=\sum_\alpha \rho_{k\alpha}u_{k\alpha}u_{k\alpha}^\dagger$, and keep the $r_k$ terms with $\rho_{k\alpha}>0$. The columns $\sqrt{\rho_{k\alpha}}\,u_{k\alpha}$ form an $N\times r_k$ matrix $V_k$ with linearly independent columns and
\begin{equation}
R_k=V_kV_k^\dagger .
\label{factor}
\end{equation}
This is where positivity enters: the square roots must be real. Since $R_k$ has the dimension of energy squared, $V_k$ is an energy, a coupling between orbitals and auxiliary states.

Place the blocks side by side, $V=(V_1,V_2,\ldots)$, and let $D$ be the diagonal matrix in which $d_k$ occurs $r_k$ times. Then
\begin{equation}
\Sigma(z)=V(z-D)^{-1}V^\dagger,\qquad
H=\begin{pmatrix}F&V\\V^\dagger&D\end{pmatrix}.
\label{H}
\end{equation}
The upfolded matrix $H$ is Hermitian and has dimension $N+\sum_k r_k$. The factor $V_k$ may be replaced by $V_kU_k$ with $U_k$ unitary. This rotates the auxiliary states of one energy among themselves, which leaves $D$, the eigenvalues and the physical parts of the eigenvectors unchanged.

\section{Equivalence of the two problems}

\subsection{Eliminating the auxiliary states}

Take $z$ off the real axis, so that $z-H$ and $z-D$ are invertible. Let $g$ and $h$ be the upper and lower blocks of the first $N$ columns of $(z-H)^{-1}$. By definition,
\begin{align}
(z-F)g-Vh&=1,\label{upper}\\
-V^\dagger g+(z-D)h&=0.\label{lower}
\end{align}
Equation \eqref{lower} gives $h=(z-D)^{-1}V^\dagger g$. Inserted in \eqref{upper}, it gives
\begin{equation}
\bigl[z-F-V(z-D)^{-1}V^\dagger\bigr]g=1 .
\end{equation}
The bracket is $z-F-\Sigma(z)$, so $g=G(z)$: the Green's function is the physical block of $(z-H)^{-1}$.

The converse also holds. Given any Hermitian matrix partitioned into a physical and a remaining block, diagonalize the remaining block and rotate the couplings accordingly. The matrix then has the block structure of \eqref{H}, although the coupling columns at one auxiliary energy may vanish or be linearly dependent. The same elimination produces a self-energy of the form \eqref{sigma}, with residues $VV^\dagger$ restricted to each auxiliary energy. These are positive semidefinite, and any that vanish drop out of the sum.

The determinants are related as well. Adding multiples of the auxiliary columns to the physical ones does not change a determinant, and
\begin{equation}
(z-H)\begin{pmatrix}1&0\\(z-D)^{-1}V^\dagger&1\end{pmatrix}
=\begin{pmatrix}z-F-\Sigma(z)&-V\\0&z-D\end{pmatrix}.
\end{equation}
The second factor on the left has determinant one, hence
\begin{equation}
\det(z-H)=\det(z-D)\,\det[z-F-\Sigma(z)].
\label{det}
\end{equation}

\subsection{Poles and residues}

Let $H$ have orthonormal eigenvectors with physical part $x_n$ and auxiliary part $y_n$:
\begin{equation}
Fx_n+Vy_n=E_nx_n,\qquad V^\dagger x_n+Dy_n=E_ny_n .
\label{eig}
\end{equation}
The physical block of the spectral resolution of $(z-H)^{-1}$ is
\begin{equation}
G(z)=\sum_n\frac{x_nx_n^\dagger}{z-E_n},\qquad Z_n=x_n^\dagger x_n .
\label{lehmann}
\end{equation}
The strength $Z_n$ is the trace of the residue contributed by state $n$. It is the part of the eigenvector's unit norm that lies in the orbital space; the rest lies in the auxiliary configurations.

Equation \eqref{lehmann} shows that every pole of $G$ is an eigenvalue of $H$. The reverse requires that no eigenvector has $x=0$. Suppose one did. Then \eqref{eig} reads $Vy=0$ and $Dy=Ey$. The second condition confines $y$ to the auxiliary states of a single energy $d_k=E$, and the first becomes $V_ky_k=0$. The columns of $V_k$ are linearly independent, so $y_k=0$ and the whole vector vanishes, which an eigenvector cannot do.

For a degenerate eigenvalue, the residue is the sum of $x_nx_n^\dagger$ over its eigenspace. The vectors $x_n$ in this sum are linearly independent, because a combination with vanishing physical part would again be an eigenvector with $x=0$. The rank of the residue therefore equals the multiplicity of the eigenvalue. Its trace does not depend on the basis chosen in the eigenspace, whereas the individual $Z_n$ may.

With the minimal factorization, then, the poles of $G$ are exactly the eigenvalues of $H$. If $V_k$ is given redundant columns, vectors with $V_ky_k=0$ exist. Each independent one adds an eigenvalue $d_k$ and an eigenvector of zero strength, a dark state. It does no harm to $G$, but it enlarges the matrix and must not be counted as a pole. If a genuine pole happens to lie at the same $d_k$, a diagonalization may return mixtures of the genuine and dark states, none of which need have zero strength. The residue summed over the eigenspace is still correct, and its rank counts the genuine states.

\subsection{The strength from the slope of the self-energy}

If $E_n$ differs from all $d_k$, the second part of \eqref{eig} gives $y_n=(E_n-D)^{-1}V^\dagger x_n$. The first part then becomes the nonlinear equation
\begin{equation}
[E_n-F-\Sigma(E_n)]x_n=0 .
\label{nonlinear}
\end{equation}
Differentiating \eqref{H} gives $\Sigma'(E)=-V(E-D)^{-2}V^\dagger$, so the auxiliary norm is
\begin{equation}
y_n^\dagger y_n=x_n^\dagger V(E_n-D)^{-2}V^\dagger x_n=-x_n^\dagger\Sigma'(E_n)x_n .
\end{equation}
Normalization, $x_n^\dagger x_n+y_n^\dagger y_n=1$, becomes $x_n^\dagger[1-\Sigma'(E_n)]x_n=1$. With the unit vector $\phi_n=x_n/\sqrt{Z_n}$,
\begin{equation}
Z_n=\frac{1}{1-\phi_n^\dagger\Sigma'(E_n)\phi_n}.
\label{slope}
\end{equation}
The slope $\phi_n^\dagger\Sigma'\phi_n$ is never positive, hence $0<Z_n\le1$.

One orbital of energy $f$ coupled by $v$ to one auxiliary state at $d$ shows the limits. Here $Z=[1+v^2/(E-d)^2]^{-1}$. For weak coupling and $f\ne d$, the pole near $f$ has $Z\to1$. At resonance, $f=d$, the energies are $f\pm v$, so $(E-d)^2=v^2$ and each pole has strength one half.

\subsection{Sum rules}

The physical blocks of $1$, $H$ and $H^2$ follow by matrix multiplication from \eqref{H}. Written with the eigenvectors, they are
\begin{align}
\sum_nx_nx_n^\dagger&=1,\qquad
\sum_nE_nx_nx_n^\dagger=F,\label{moments}\\
\sum_nE_n^2x_nx_n^\dagger&=F^2+VV^\dagger=F^2+\sum_kR_k .
\end{align}
The first says that coupling to auxiliary states redistributes the weight of an orbital without changing its total. These sums run over all poles, both hole and particle.

\section{A pole that the determinant misses}

An eigenvalue can coincide with some $d_k$. Row $k$ of the auxiliary part of \eqref{eig} then reads $V_k^\dagger x=0$ and leaves $y_k$ undetermined. The other auxiliary parts are $y_l=V_l^\dagger x/(d_k-d_l)$, and the physical row gives
\begin{equation}
V_ky_k=\Bigl[d_k-F-\sum_{l\ne k}\frac{R_l}{d_k-d_l}\Bigr]x ,
\end{equation}
which fixes $y_k$ because $V_k$ has independent columns.

A model with two orbitals and one auxiliary state shows the case. In units of eV,
\begin{equation}
H=\begin{pmatrix}1&0.5i&1\\-0.5i&2&0\\1&0&2\end{pmatrix},
\end{equation}
where the last row and column belong to the auxiliary state at $d=2$. The self-energy has the single element $\Sigma_{11}=1/(z-2)$, so
\begin{align}
\det[z-F-\Sigma(z)]&=\Bigl(z-1-\frac{1}{z-2}\Bigr)(z-2)-0.25\nonumber\\
&=(z-1)(z-2)-1.25=z^2-3z+0.75 .
\end{align}
Its roots are $0.2753$ and $2.7247$ eV. By \eqref{det}, $H$ has the further eigenvalue $2$ eV, where this determinant equals $-1.25\ \mathrm{eV}^2$ rather than zero. That eigenvalue is nevertheless a pole of $G$. The element
\begin{equation}
G_{22}(z)=\frac{z-1-1/(z-2)}{z^2-3z+0.75}
\end{equation}
behaves near $z=2$ as $[-1/(z-2)]/(-1.25)=0.8/(z-2)$.

The eigenvector gives the same strength. The vector $(0,1,-0.5i)$ satisfies all three rows at $E=2$: the first gives $0.5i-0.5i=0$, and the others give $2$ and $-i$, twice the respective components. Its squared norm is $1.25$, of which $1$ is physical, so $Z=1/1.25=0.8$. The other two strengths are $0.7633$ and $0.4367$, and the three add up to $2$, the number of orbitals, as the trace of the first sum rule requires. A search for zeros of the determinant would lose a pole carrying $40\%$ of this total. A search that follows an eigenvalue of $F+\Sigma(\omega)$ need not lose it. As $\omega\to2$ the element $\Sigma_{11}$ diverges, one eigenvalue diverges with it, and the other behaves as $2-0.25(\omega-2)$. This branch crosses the line $\omega$ at $2$ eV, and its slope gives $1/(1+0.25)=0.8$.

\section{Negative residues}

Positivity is a real restriction. Take one orbital at zero energy and $\Sigma=R/(z-d)$ with $R=-1\ \mathrm{eV}^2$. The poles satisfy $z(z-d)-R=0$, that is, $z^2-dz+1=0$ in units of eV. For $d=3$ eV they are real, at $0.3820$ and $2.6180$ eV. The residue of $G$ is $[1-\Sigma'(z)]^{-1}=[1+R/(z-d)^2]^{-1}$, which gives
\begin{equation}
\frac{1}{1-1/2.6180^2}=1.1708,\qquad
\frac{1}{1-1/0.3820^2}=-0.1708 .
\end{equation}
They add up to one, but neither can be the squared norm of part of a unit vector. For $d=1$ eV the poles are complex, $0.5000\pm0.8660i$ eV. No Hermitian matrix of the form \eqref{H} reproduces either case.

An implementation should therefore inspect the eigenvalues of each $R_k$ before taking square roots. Setting a significantly negative eigenvalue to zero replaces the self-energy by a different one. The finite matrix also does not represent a self-energy with a continuous branch cut; a discretized cut is an approximation to be converged separately.

\section{Methane with a second-order self-energy}

\subsection{Couplings}

The example is tetrahedral CH$_4$ with a chosen C--H length of $1.09$ \AA, in Hartree--Fock theory with the 6-31G basis. There are 17 orbitals, 5 of them occupied, and $F$ is the diagonal matrix of orbital energies $\varepsilon_p$. The self-energy is of second order in the electron repulsion and is evaluated once with these orbitals. In spin orbitals, its hole part is
\begin{equation}
\Sigma^{h}_{pq}(z)=\frac12\sum_{ija}
\frac{\langle pa||ij\rangle\langle ij||qa\rangle}
{z+\varepsilon_a-\varepsilon_i-\varepsilon_j},
\end{equation}
with $i,j$ occupied, $a$ virtual and $\langle pa||ij\rangle=\langle pa|ij\rangle-\langle pa|ji\rangle$. The poles lie at the energies $\varepsilon_i+\varepsilon_j-\varepsilon_a$ of two-hole--one-particle (2h1p) configurations.

For a closed shell with real spatial orbitals, define $w_{ij}^{p}=(pi|aj)$ for fixed $a$, and let $p$ and $q$ have spin up. If $a$ has spin up, both holes have spin up and the amplitude is $w_{ij}-w_{ji}$. If $a$ has spin down, the holes have opposite spins, and the two assignments give $w_{ij}$ and $-w_{ji}$. For a pair $i<j$, the two orderings in the sum cancel the factor $\tfrac12$. The diagonal element $p=q$ of the residue is then
\begin{equation}
(w_{ij}-w_{ji})^2+w_{ij}^2+w_{ji}^2=s^2+3t^2,
\quad s,t=\frac{w_{ij}\pm w_{ji}}{\sqrt2},
\end{equation}
because $(w_{ij}-w_{ji})^2=2t^2$ and $w_{ij}^2+w_{ji}^2=s^2+t^2$. For $p\ne q$ the squares become products of a $p$ and a $q$ factor, with the same coefficients. The columns of $V$ are thus
\begin{equation}
\frac{w_{ij}+w_{ji}}{\sqrt2},\qquad
\sqrt{\frac32}\,(w_{ij}-w_{ji}),
\end{equation}
and $w_{ii}$ when $i=j$. Real columns make the residues positive semidefinite. The two-particle--one-hole (2p1h) part follows by exchanging the roles of occupied and virtual orbitals; its poles lie at $\varepsilon_a+\varepsilon_b-\varepsilon_i$.

\subsection{Size of the matrix}

Each virtual orbital comes with $5^2$ hole-pair columns and each occupied one with $12^2$ particle-pair columns. This gives $12\times25=300$ and $5\times144=720$ auxiliaries, and a matrix of dimension $17+300+720=1037$. The auxiliaries share 99 distinct energies. A singular value decomposition of the couplings at each energy leaves a minimal matrix of dimension 578, so $1037-578=459$ eigenvalues are dark.

Symmetry accounts for part of this number. The $s$ and $p$ functions on carbon and the $s$ functions on hydrogen span the representations $A_1$ and $T_2$ alone, so auxiliary combinations of any other symmetry cannot couple. Reducing the product representation of each group gives 423 such combinations. The other 36 are redundant within $T_2$. The three 2p1h groups with a $t_2$ hole and particles in two different $t_2$ levels each contain eight $T_2$ sets, while the basis holds only four, and $3\times(8-4)\times3=36$. The rank decision is clear-cut here: the smallest retained singular value is $4\times10^{-3}$ eV and the largest discarded one about $10^{-12}$ eV. A threshold on the strengths instead would have to lie below $2.9\times10^{-10}$, the smallest strength of a genuine pole; the numerical strengths of the dark states in the full matrix were not computed.

\subsection{Ionization lines}

A hole pole at $E$ corresponds to an ionization energy $-E$. The main lines are:
\begin{center}
\begin{tabular}{lccc}
Level & $\varepsilon$ (eV) & $E$ (eV) & $Z$\\
$1a_1$ & $-304.97$ & $-292.71$ & $0.794$\\
$2a_1$ & $-25.74$ & $-23.68$ & $0.908$\\
$1t_2$ & $-14.78$ & $-13.72$ & $0.939$
\end{tabular}
\end{center}
The $1t_2$ pole is threefold, and its $Z$ is the trace of the residue divided by three. For the valence lines, the slopes of $\Sigma$ are $-0.10111$ and $-0.06451$, and \eqref{slope} gives
\begin{equation}
\frac{1}{1+0.10111}=0.90817,\qquad
\frac{1}{1+0.06451}=0.93940,
\end{equation}
equal, to all digits shown, to the squared norms $x_n^\dagger x_n$ of the physical parts of the eigenvectors. These digits check the identity; they do not express the accuracy of the model.

A root search is easy for these two lines because they lie between the highest 2h1p energy, $-36.48$ eV, and the lowest 2p1h energy, $28.63$ eV. In this interval $\Sigma'\le0$, so each ordered eigenvalue of $F+\Sigma(\omega)$ is non-increasing and crosses the line $\omega$ at most once. The same argument holds between any two neighbouring self-energy poles. The core line lies in such an interval, from $-326.68$ to $-87.59$ eV, which separates the 2h1p configurations with a core hole from those with valence holes only.

The weight of the $2a_1$ orbital divides into $0.908$ in its main pole, $0.086$ in other hole poles and $0.006$ in particle poles, with sum one as \eqref{moments} requires. The strongest hole satellite, taken as the hole state of largest strength per state below one half (it is nondegenerate), lies at $-344.36$ eV with $Z=0.067$. Its energy suggests an excitation accompanying core ionization, but its orbital composition was not analysed, so this is a conjecture.

The total hole strength per spin is $5.0003$ rather than $5$. The sum rules do not forbid this, since they fix the sum over holes and particles together. The one-shot self-energy thus gives $2\times5.0003=10.0006$ electrons, and a density built from the hole residues inherits the small excess.

These numbers describe the stated model. It leaves out higher orders of the self-energy, interactions among the auxiliary configurations, the correlation correction to the static field, self-consistency, larger basis sets, relativity and nuclear motion. The auxiliaries enter at bare orbital-energy differences; the effect of this on the satellite positions was not assessed.

\section{Order of operations in an implementation}

\begin{enumerate}
\item Put all static terms in $F$ and check that it is Hermitian.
\item Group equal self-energy poles and form or factor each residue. If a residue has a significantly negative eigenvalue, stop: the Hermitian construction does not apply to this self-energy.
\item Remove redundant columns by a singular value decomposition within each group, and look for a clear gap in the singular values.
\item Diagonalize $H$, and take $x_n$ from the first $N$ components of each normalized eigenvector.
\item Sum $x_nx_n^\dagger$ over degenerate eigenvalues before comparing residues.
\end{enumerate}

A useful independent check inverts \eqref{dyson} directly at a few complex energies and compares the result with \eqref{lehmann}. For methane, with the self-energy built separately from spin-orbital integrals, the largest difference is $3\times10^{-14}\ \mathrm{eV}^{-1}$. The numerical check also obtains the residues of the main lines by contour integration of the directly inverted $G$.

\section*{Computed results}
\begin{verbatim}
Touching model: F11, F22 = 1.0 2.0 eV
Touching model: |F12|, g, d = 0.5 1.0 2.0 eV
  pole 0.2753 eV, strength 0.7633
  pole 2.0000 eV, strength 0.8000
  pole 2.7247 eV, strength 0.4367
Negative residue -1.0 eV^2, F = 0 eV
  d = 3.0 eV: poles 0.3820, 2.6180 eV
  strengths 1.1708, -0.1708
  d = 1.0 eV: poles 0.5000 +/- 0.8660 i eV
CH4, HF/6-31G, C-H length 1.09 angstrom
Orbitals, occupied: 17 5
2h1p and 2p1h auxiliaries: 300 720
Distinct auxiliary energies: 99
Full upfolded dimension: 1037
Minimal upfolded dimension: 578
Dark eigenvalues removed: 459
Smallest kept coupling: 4.19e-03 eV
Largest dropped coupling: 1.50e-12 eV
Smallest strength in minimal matrix: 2.90e-10
Highest 2h1p energy: -36.481 eV
Lowest 2p1h energy: 28.634 eV
1a1: orbital energy -304.972 eV
  pole -292.706 eV, shift 12.266 eV
  strength: eigenvector 0.79433, contour 0.79433
2a1: orbital energy -25.738 eV
  pole -23.678 eV, shift 2.060 eV
  strength: eigenvector 0.90817, contour 0.90817
  slope of Sigma -0.10111, 1/(1-slope) 0.90817
1t2: orbital energy -14.776 eV
  pole -13.722 eV, shift 1.054 eV
  strength: eigenvector 0.93940, contour 0.93940
  slope of Sigma -0.06451, 1/(1-slope) 0.93940
Strongest hole satellite: -344.358 eV
  strength 0.06745 per state, multiplicity 1
2a1 orbital weight in its main pole: 0.90805
2a1 orbital weight in other hole poles: 0.08573
2a1 orbital weight in particle poles: 0.00622
Total hole strength per spin: 5.00031
Largest G difference, two roads: 3.3e-14 1/eV
\end{verbatim}
